\section*{Thermal Retention of a Heated Shape-Anisotropy Magnetic Bit}

\section{Problem}

A magnetic memory bit is a small pillar magnetized along its long axis, up or down. At $T_1=300$ K the energy barrier between the two states is $E_1=80\,kT_1$. The barrier comes from the shape of the pillar. At $T_2=400$ K the magnetization has fallen to $m=0.90$ of its value at 300 K, while shape and volume are unchanged. The mean waiting time before a bit reverses is
\begin{equation}
\tau=\tau_0\,e^{\Delta},\qquad \Delta=\frac{E}{kT},
\label{eq:arr}
\end{equation}
with a chosen round attempt time $\tau_0=1$ ns.

\begin{enumerate}
\item What is the stability factor $\Delta$ at 400 K?
\item How long does a single bit hold its state there, and how many of $10^9$ bits are expected to be found reversed after ten years?
\item What stability factor at 300 K would reduce that number to one?
\item Suppose that $\tau$ were known at both temperatures and a straight line were drawn through $\ln\tau$ against $1/T$. What barrier would the line give?
\end{enumerate}

For numbers, take a prolate spheroid 12 nm wide and 22.27 nm long, with magnetization $M_1=1.2$ MA/m at 300 K.

\section{A tempting solution}

The barrier is an energy, $80\,k\times300$ K. Heating raises $kT$ by the factor $4/3$, so
\begin{equation}
\Delta_2=80\times\frac{300}{400}=60 .
\label{eq:wrong}
\end{equation}
Ten years are $t=3.154\times10^{8}$ s. While $t\ll\tau$, each bit reverses with probability $t/\tau$, and the expected number of reversed bits is
\begin{equation}
\frac{N t}{\tau_0}\,e^{-60}
=\frac{10^9\times3.154\times10^{8}}{10^{-9}}\,e^{-60}\approx 2.8 .
\end{equation}
The array would lose about three bits in ten years, and a slightly taller pillar would cure it.

\section{The fault}

Equation \eqref{eq:wrong} changes the denominator of $E/(kT)$ and keeps the numerator. But the barrier is the magnetostatic energy of the pillar's own magnetization, and that magnetization has changed. The error sits in an exponent, so a modest error in $E$ becomes a large one in $\tau$. The missing piece is the dependence of $E$ on $M$.

\section{How the barrier depends on magnetization}

\subsection{Energy of a tilted magnetization}

Assume that the magnetization stays uniform while it turns. A uniformly magnetized body is equivalent to two copies of itself with uniform magnetic charge densities $+\rho$ and $-\rho$, displaced by $\pm\mathbf d/2$, where $\rho\mathbf d=\mathbf M$ and $\mathbf d\to0$. Let $\mathbf G$ be the field of the body at unit charge density, so that $\nabla\cdot\mathbf G=1$ inside. Then
\begin{equation}
\mathbf H=\rho\left[\mathbf G(\mathbf r-\tfrac12\mathbf d)-\mathbf G(\mathbf r+\tfrac12\mathbf d)\right]
=-(\mathbf M\cdot\nabla)\mathbf G .
\end{equation}
For an ellipsoid $\mathbf G$ is linear in position, a standard result of potential theory, so $\mathbf H$ is uniform inside. Along the symmetry axes $H_i=-N_iM_i$ with $N_i=\partial_iG_i$, and the sum of the three factors is $\nabla\cdot\mathbf G=1$. For a spheroid,
\begin{equation}
N_\parallel+2N_\perp=1 .
\label{eq:sum}
\end{equation}

The self-energy is $-\tfrac12\mu_0V\,\mathbf M\cdot\mathbf H$. The factor $\tfrac12$ counts each pair of interacting moments once. With $\theta$ the angle between $\mathbf M$ and the long axis,
\begin{align}
E(\theta)&=\tfrac12\mu_0M^2V\left(N_\parallel\cos^2\theta+N_\perp\sin^2\theta\right)\nonumber\\
&=\tfrac12\mu_0M^2V N_\parallel+\tfrac12\mu_0M^2V(N_\perp-N_\parallel)\sin^2\theta .
\end{align}
The minima lie at $\theta=0$ and $\pi$, the maximum at $\pi/2$. The barrier is the difference,
\begin{equation}
E=\tfrac12\mu_0M^2V\,(N_\perp-N_\parallel).
\label{eq:barrier}
\end{equation}
One factor of $M$ is the moment that turns and the other is the field it makes. At fixed shape and volume, $E\propto M^2$.

\subsection{The shape factor}

Let the semi-axes be $a$ (long) and $b$, with $e^2=1-b^2/a^2$. For magnetization along $z$ the surface charge is $Mn_z$, and its field at the centre gives
\begin{equation}
N_\parallel=\frac1{4\pi}\oint\frac{n_z\,z}{r^3}\,dS .
\end{equation}
On the surface the distance from the axis obeys $s^2=b^2(1-z^2/a^2)$. The projected area of a ring on the upper half is $n_z\,dS=2\pi s|ds|=2\pi(b^2/a^2)z\,dz$, and $r^2=s^2+z^2=b^2+e^2z^2$. Both halves contribute equally. With $z=au$ and $b^2=a^2(1-e^2)$,
\begin{equation}
N_\parallel=\frac{b^2}{a^2}\int_0^a\frac{z^2\,dz}{(b^2+e^2z^2)^{3/2}}
=(1-e^2)\int_0^1\frac{u^2\,du}{(1-e^2+e^2u^2)^{3/2}} .
\end{equation}
Integrate by parts, using the fact that $u(1-e^2+e^2u^2)^{-3/2}$ is the derivative of $-(1-e^2+e^2u^2)^{-1/2}/e^2$:
\begin{align}
N_\parallel&=(1-e^2)\left[-\frac1{e^2}+\frac1{e^2}\int_0^1\frac{du}{\sqrt{1-e^2+e^2u^2}}\right]\nonumber\\
&=\frac{1-e^2}{e^3}\left(\operatorname{artanh}e-e\right).
\end{align}
The last integral is $\operatorname{arsinh}(e/\sqrt{1-e^2})/e$, and a number whose hyperbolic sine is $e/\sqrt{1-e^2}$ has hyperbolic tangent $e$.

For the given pillar $b/a=12/22.27$, so $e=0.842$, $N_\parallel=0.188$ and, from \eqref{eq:sum}, $N_\perp=0.406$. The volume is 1679 nm$^3$. Equation \eqref{eq:barrier} gives
\begin{equation}
E_1=\tfrac12\mu_0(1.2\times10^6)^2(0.218)(1.679\times10^{-24})\ \mathrm J
=3.31\times10^{-19}\ \mathrm J,
\end{equation}
which is 2.07 eV, or $80\,kT_1$ as stated. A sphere has $N_\parallel=N_\perp=1/3$ and no barrier, so the elongation of the pillar is what stores the bit.

\section{The stability factor at 400 K}

Dividing the barrier by $kT$ at each temperature,
\begin{equation}
\Delta_2=\frac{m^2E_1}{kT_2}=\Delta_1\,m^2\,\frac{T_1}{T_2}
=80\times0.81\times0.75=48.6 .
\label{eq:right}
\end{equation}
The barrier itself has dropped from 2.07 to 1.68 eV. This answers the first question: about 49.

Of the total loss of 31.4, heating at fixed barrier takes 20 (from 80 to 60), and the weaker barrier then takes 11.4. The split depends on the order. If the magnetization is lowered first, $\Delta$ goes from 80 to 64.8 and then to 48.6, with losses of 15.2 and 16.2. Only the total has a meaning of its own.

For small changes the logarithm of \eqref{eq:right} gives $\delta\Delta/\Delta=2\,\delta M/M-\delta T/T$. Each percent of lost magnetization costs as much as two percent of added temperature.

\section{Why the waiting time is exponential}

The law \eqref{eq:arr} was given, but its origin shows what the attempt time hides. Let $\mathbf m$ be the unit vector along $\mathbf M$ and $x=\cos\theta$. The Gilbert equation with damping $\alpha$ is
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}.
\end{equation}
Taking $\mathbf m\times$ of both sides, with $\mathbf m\cdot\dot{\mathbf m}=0$, gives $\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)-\alpha\dot{\mathbf m}$. Inserting this,
\begin{equation}
(1+\alpha^2)\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B-\alpha\gamma\,\mathbf m\times(\mathbf m\times\mathbf B).
\end{equation}
Up to a constant the energy is $-Ex^2$, so the effective field points along $z$ with $B=2Ex/(MV)$. The first term has no $z$ component, and the second gives
\begin{equation}
\dot x=\frac{\alpha\gamma}{1+\alpha^2}\,\frac{2E}{MV}\,x(1-x^2).
\end{equation}

Thermal kicks, taken as isotropic and without memory, add diffusion on the sphere. The probability density $w(x)$ then carries the current $J=\dot x\,w-D(1-x^2)w'$. In equilibrium $w\propto e^{\Delta x^2}$ and $J=0$, which requires $\dot x=2D\Delta\,x(1-x^2)$ and hence
\begin{equation}
D=\frac{\alpha\gamma kT}{(1+\alpha^2)MV},\qquad
J=-D(1-x^2)e^{\Delta x^2}\frac{d}{dx}\left(w\,e^{-\Delta x^2}\right).
\end{equation}

Let the bit start near $x=1$, with the other well empty. For $\Delta\gg1$ the leak is slow and $J$ is nearly constant across the barrier. In the full well $w=c\,e^{\Delta x^2}$. Dividing the current by $D(1-x^2)e^{\Delta x^2}$ and integrating from the empty well to the full one,
\begin{equation}
c=\frac{|J|}{D}\int\frac{e^{-\Delta x^2}}{1-x^2}\,dx\approx\frac{|J|}{D}\sqrt{\frac{\pi}{\Delta}} ,
\end{equation}
because the integrand is concentrated near $x=0$. With $x=1-s$ and $x^2\approx1-2s$, the population of the full well is
\begin{equation}
p\approx c\,e^{\Delta}\int_0^\infty e^{-2\Delta s}\,ds=\frac{c\,e^{\Delta}}{2\Delta}.
\end{equation}
The escape rate is therefore
\begin{equation}
\frac1\tau=\frac{|J|}{p}=\frac{2D\,\Delta^{3/2}}{\sqrt\pi}\,e^{-\Delta}.
\label{eq:rate}
\end{equation}

The next terms are small. Near the barrier $1/(1-x^2)\approx1+x^2$ with mean $x^2=1/(2\Delta)$. In the well the neglected factor $e^{\Delta s^2}\approx1+\Delta s^2$ has mean $1+1/(2\Delta)$. Together they lengthen $\tau$ by a relative amount $1/\Delta$, about 2 percent at 48.6. Numerical diagonalization of the diffusion operator gives rates of 0.860, 0.890 and 0.910 times \eqref{eq:rate} at $\Delta=8$, 10 and 12, in line with this correction.

The computed attempt time $\sqrt\pi/(2D\Delta^{3/2})$ varies as $M/(T\Delta^{3/2})$ at fixed small damping. Between 300 and 400 K it changes by $0.90\times0.75\times(80/48.6)^{3/2}\approx1.4$. The exponential changes by $4\times10^{13}$, so a constant $\tau_0$ is good enough here.

\section{One bit and many bits}

For a single bit, \eqref{eq:arr} gives
\begin{equation}
\tau_2=10^{-9}\,e^{48.6}\ \mathrm s=1.28\times10^{12}\ \mathrm s,
\end{equation}
or about 40\,000 years, against some $10^{18}$ years at 300 K. Judged alone, the hot bit is safe.

For an array one needs the probability $P$ of finding a bit reversed. A bit may hop back, at the same rate. If $q$ is the probability of the original state minus that of the reversed one, then $\dot q=-2q/\tau$ with $q(0)=1$, and
\begin{equation}
P(t)=\frac{1-q}{2}=\frac12\left(1-e^{-2t/\tau}\right)\approx\frac t\tau\qquad(t\ll\tau).
\label{eq:P}
\end{equation}
At long times $P\to\tfrac12$ and the information is gone. After ten years at 400 K, $P=2.5\times10^{-4}$. Among $10^9$ bits this means $2.5\times10^5$ reversed bits, where the tempting solution found three. The ratio is $e^{11.4}\approx9\times10^4$, the exponential of the overlooked loss.

For the third question, set $Nt/\tau=1$:
\begin{equation}
\Delta_2=\ln\frac{Nt}{\tau_0}=61.0,\qquad
\Delta_1=\frac{\Delta_2}{m^2T_1/T_2}=\frac{61.0}{0.6075}=100.4 .
\end{equation}
The bit needs about 100 $kT$ at 300 K. At a fixed ratio of length to width and the same $M$, this means a quarter more volume, provided that the longer pillar still turns uniformly. The requirement grows only as the logarithm of $N$ and $t$: ten times more bits add 2.3 to $\Delta_2$.

\section{The straight line through two temperatures}

With a constant barrier, $\ln\tau=\ln\tau_0+E/(kT)$ is a straight line in $1/T$ with slope $E/k$. Here the two points belong to different barriers. They are taken from the model, since a waiting time of $10^{18}$ years cannot be measured directly. The slope between them gives
\begin{align}
E_{\rm app}&=k\,\frac{\ln\tau_1-\ln\tau_2}{1/T_1-1/T_2}
=\left(\frac{E_1}{T_1}-\frac{m^2E_1}{T_2}\right)\frac{T_1T_2}{T_2-T_1}\nonumber\\
&=E_1\,\frac{T_2-m^2T_1}{T_2-T_1}
=E_1\,\frac{400-243}{100}=1.57\,E_1 .
\end{align}
The line reports 3.25 eV, although the true barrier is 2.07 eV at 300 K and 1.68 eV at 400 K. It is not an average of the two. Heating shortens $\tau$ both by raising $kT$ and by lowering $E$, and the line credits everything to $kT$. For $m=1$ the formula returns $E_1$, as it must.

For a loss as large as this one, the intercept gives the error away. It corresponds to $\ln(\tau_{\rm app}/1\,\mathrm s)=-66.3$, an attempt time near $10^{-29}$ s, which no magnetization dynamics of the kind in \eqref{eq:rate} can supply. A small loss hides better: for $m=0.99$ the line overstates the barrier by 6 percent, and the intercept is about $10^{-11}$ s.

What is wrong is the reading of the slope as a barrier, not necessarily the line. If $M^2$ falls linearly with $T$, then $E=E_1(1.57-0.0019\,T/\mathrm K)$ and $\Delta=1.57\,E_1/(kT)-45.6$. The line is then exact at every temperature, its slope is the barrier extrapolated to $T=0$, and the constant 45.6 is absorbed into the attempt time. Whether the line can be trusted on cooling therefore depends on $M(T)$. At 250 K it gives $\Delta=105.1$. A Bloch $T^{3/2}$ law through the same two points gives 104.7, whereas a magnetization that stayed at its 300 K value would give only 96, and the line would then promise too long a retention.

\section{What the model leaves out}

The following estimates change one thing at a time, at 400 K unless another temperature is stated.

\emph{Attempt time.} With a rough damping of 0.01, \eqref{eq:rate} gives 0.49 ns in place of 1 ns. This doubles the number of reversed bits and, if the attempt time is held at this value, raises the required $\Delta_2$ by $\ln(1/0.49)\approx0.7$.

\emph{Stray field.} A field $B$ against the stored direction adds $MVBx$ to the energy. In units of $E$ the energy is $-x^2+2hx$, with $h=B/B_k$ and $B_k=2E/(MV)=296$ mT. The top lies at $x=h$ with value $h^2$, the starting well at $x=1$ with value $-1+2h$, so the barrier is multiplied by $(1-h)^2$. For 5 mT, $\Delta_2$ drops to 47.0 and $\tau$ shrinks five times.

\emph{Spread between bits.} Let $\Delta_2$ vary from bit to bit as a Gaussian of standard deviation $\sigma=2.43$, or 5 percent. At short times the mean rate is raised by the average of $e^{-\delta}$ over the deviations $\delta$, which is $e^{\sigma^2/2}\approx19$. Over ten years the factor is 15, because for the weakest bits $P$ saturates at $\tfrac12$. The array then has $3.6\times10^6$ reversed bits. The few weak bits set the error count.

\emph{Non-uniform reversal.} In a one-dimensional model with exchange stiffness $A$ and local anisotropy $K=E/V$, the energy per area is $\int(A\theta'^2-K\cos^2\theta)\,dz$. At the barrier top put $\theta=\pi/2+\varepsilon$, which gives $\int(A\varepsilon'^2-K\varepsilon^2)\,dz$. The first non-uniform mode of a pillar of length $L$ with free ends, $\varepsilon\propto\cos(\pi z/L)$, lowers the energy once $A(\pi/L)^2<K$, that is for $L>\pi\sqrt{A/K}$. With a rough $A=15$ pJ/m and $K=197$ kJ/m$^3$ at 300 K, the limit is 27 nm. The pillar of 22 nm is below it. The estimate is rough, because it assumes a constant cross-section and a local anisotropy, whereas the spheroid tapers towards its ends and its magnetic charges interact at a distance. If $A$ also scales as $M^2$, the limit does not move on heating.

\emph{Tunnelling.} The precession quantum $\hbar\gamma B_k$ corresponds to 0.4 K. At 400 K the motion over the barrier is thermal.

\section{Beside real devices}

The width, magnetization, damping and stiffness are rough values in the regime of CoFeB memory pillars that are taller than wide. Real pillars are closer to cylinders. A cylinder of the same width and length has 1.5 times the volume and, for uniform rotation, a barrier near $115\,kT_1$. The $M^2$ law holds for it too, as long as it turns uniformly. The 10 percent loss of magnetization is an assumption, and a large one for thick layers of iron--cobalt-rich alloys, whose Curie temperatures are high. With a smaller loss, $\Delta_2$ lies between 48.6 and the 60 of constant $M$. The tempting solution is thus the limit of a magnetization that does not respond to heat.

The quadratic law was derived here for shape anisotropy only. Thin perpendicular layers are held by interface anisotropy, whose energy need not follow $M^2$. If the barrier fell as $M^3$, the stability factor would be $80\times0.729\times0.75=43.7$ and the waiting time of one bit about 310 years, less than a hundredth of the value found above. For such a layer the temperature dependence of the barrier has to be known in its own right, and the magnetization alone does not settle it.

\section*{Numbers as computed}
\begin{verbatim}
Cold temperature: 300 K
Hot temperature: 400 K
Magnetization ratio hot/cold: 0.9
Magnetization at 300 K: 1.2 MA/m
Pillar width: 12 nm
Pillar length found: 22.27 nm
Pillar volume: 1679 nm^3
Demagnetizing factor along axis: 0.1879
Demagnetizing factor across axis: 0.406
Barrier at 300 K: 3.314e-19 J
Barrier at 300 K: 2.068 eV
Barrier at 400 K: 2.684e-19 J
Barrier at 400 K: 1.675 eV
Delta at 300 K: 80
Delta at 400 K, barrier held fixed: 60
Delta at 400 K, full result: 48.6
Loss of Delta: 31.4
Chosen attempt time: 1 ns
Waiting time at 300 K: 5.54e+25 s
Waiting time at 400 K: 1.28e+12 s
Waiting time at 300 K: 1.76e+18 years
Waiting time at 400 K: 4.05e+04 years
Waiting time ratio cold/hot: 4.33e+13
Storage time: 3.154e+08 s
Number of bits: 1e+09
Flip probability per bit at 400 K: 0.000247
Expected flips in array at 300 K: 5.69e-09
Expected flips in array at 400 K: 2.47e+05
Delta needed at 400 K for one flip: 61.02
Delta needed at 300 K for one flip: 100.4
Apparent Arrhenius barrier: 3.247 eV
Apparent/true 300 K barrier: 1.57
ln(apparent attempt time / 1 s): -66.32
Escape rate numerical/formula, Delta 8: 0.8596
Escape rate numerical/formula, Delta 10: 0.8896
Escape rate numerical/formula, Delta 12: 0.9097
Damping constant: 0.01
Attempt time from damping, 400 K: 0.488 ns
Anisotropy field at 400 K: 296 mT
Stray field: 5 mT
Delta at 400 K with stray field: 46.97
Retention loss factor, stray field: 5.09
Relative spread of Delta: 5 percent
Standard deviation of Delta at 400 K: 2.43
Expected flips at 400 K with spread: 3.64e+06
Flip increase factor from spread: 14.8
Delta at 400 K if barrier goes as M^3: 43.74
Waiting time at 400 K for M^3: 314 years
Exchange stiffness: 15 pJ/m
Anisotropy energy density at 300 K: 197.3 kJ/m^3
Length limit of uniform reversal: 27.39 nm
Precession quantum as temperature: 0.398 K
\end{verbatim}
